\section*{Why Substrate Preheating Lowers the Laser Melt Threshold but Slows Resolidification}

\section{One temperature difference sets both quantities}

A laser pulse of length $t_p$ heats the surface of a thick crystal whose initial temperature is $T_0$. Let $T_m$ be the melting temperature, $k$ the conductivity, $\rho c$ the heat capacity per volume, and $\Delta=T_m-T_0$. With constant properties the heat equation is linear and contains no absolute temperature, so $T_0$ enters the approach to melting through $\Delta$ alone.

The absorbed energy per area that just starts melting, $F_{\rm th}$, must therefore be a product $k^a(\rho c)^b\Delta^g t_p^h$. Energy, length, time and temperature are independent units here. Matching energy gives $a+b=1$, and matching length gives $a+3b=2$, so $a=b=\tfrac12$. Temperature then gives $g=1$ and time gives $h=\tfrac12$:
\begin{equation}
F_{\rm th}=C\,e\,\Delta\sqrt{t_p},\qquad e=\sqrt{k\rho c},
\label{eq:dim}
\end{equation}
with $C$ a pure number and $e$ the thermal effusivity.

Now let the pulse melt a layer of depth $d$, with latent heat $\Lambda$ per volume. If the layer is thin compared with the heated depth, its only role in the heat balance is to store $\Lambda d$ per area. The heat flux that the solid draws from the melt at the end of the pulse must then have the form
\begin{equation}
q_p=\frac{F_{\rm th}}{t_p}\,\Phi\!\left(\frac{\Lambda d}{F_{\rm th}}\right).
\label{eq:form}
\end{equation}
The threshold and the cooling power share the factor $\Delta$. The cold solid that must be warmed before the surface can melt is the same solid that later removes the latent heat. Preheating makes it cheaper to warm and weaker as a heat sink. The latent heat of a given depth does not change, so a weaker sink needs longer to remove it.

It remains to find $C$ and $\Phi$. The comparison holds pulse length and melt depth fixed and adjusts the fluence to suit.

\section{The threshold}

The model has one-dimensional heat flow, absorption at the surface, and a constant absorbed flux $I$ during the pulse. Let $\theta=T-T_0$ and $D=k/(\rho c)$.

First suppose that the surface jumps by $\theta_0$ at $t=0$. Put $\theta=\theta_0f(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then $\partial_t\theta=-\theta_0\eta f'/(2t)$ and $D\,\partial_x^2\theta=\theta_0f''/(4t)$, so $f''+2\eta f'=0$. With $f(0)=1$ and $f(\infty)=0$ this gives $f'=-(2/\sqrt\pi)e^{-\eta^2}$. The flux into the solid is
\begin{equation}
-k\,\partial_x\theta\big|_{x=0}=\frac{k\theta_0}{\sqrt{\pi Dt}}=\frac{e\,\theta_0}{\sqrt{\pi t}} .
\end{equation}
Any gradual surface rise $\theta_s(t)$ is a sum of small jumps, and by linearity their fluxes add:
\begin{equation}
q(t)=\frac{e}{\sqrt\pi}\int_0^t\frac{\theta_s'(t')}{\sqrt{t-t'}}\,dt' .
\label{eq:super}
\end{equation}

Try $\theta_s=b\sqrt t$, for which $\theta_s'=b/(2\sqrt{t'})$. The substitution $t'=t\sin^2\varphi$ gives $dt'/\sqrt{t'(t-t')}=2\,d\varphi$, so the integral over all $t'$ from $0$ to $t$ equals $\pi$, and $q=eb\sqrt\pi/2$ is constant. A constant flux $I$ therefore produces
\begin{equation}
\theta_s(t)=\frac{2I}{e}\sqrt{\frac{t}{\pi}} .
\label{eq:rise}
\end{equation}
Setting $\theta_s(t_p)=\Delta$ and multiplying the resulting flux by $t_p$ gives
\begin{equation}
F_{\rm th}=\frac{\sqrt\pi}{2}\,e\,\Delta\sqrt{t_p},
\label{eq:fth}
\end{equation}
so $C=\sqrt\pi/2$.

\section{The heat drawn from the melt}

Let the absorbed fluence $F=It_p$ exceed the threshold, and define $r=F_{\rm th}/F<1$. By (\ref{eq:rise}) the surface reaches $T_m$ at a time $t_m$ with $I\sqrt{t_m}=F_{\rm th}/\sqrt{t_p}$, so $t_m=r^2t_p$.

From then on, as long as liquid remains, the boundary of the solid is taken to stay at $T_m$. This neglects superheating of the liquid, undercooling of the interface, and the displacement of the interface by $d$. In (\ref{eq:super}) $\theta_s'$ now vanishes after $t_m$, so the integral stops there. The same substitution has the upper limit $\varphi=\arcsin\sqrt{t_m/t}$, and $eb/\sqrt\pi=2I/\pi$, hence
\begin{equation}
q(t)=\frac{2I}{\pi}\arcsin\sqrt{\frac{t_m}{t}},\qquad t\ge t_m .
\label{eq:q}
\end{equation}
The flux starts at $I$ and decays as the heated zone spreads. During the pulse the difference $I-q$ melts material. After it, $q$ freezes material.

To integrate $q$, note that
\begin{align}
\frac{d}{dt}\left[t\arcsin\sqrt{\tfrac{t_m}{t}}\right]&=\arcsin\sqrt{\tfrac{t_m}{t}}-\frac{\sqrt{t_m}}{2\sqrt{t-t_m}},\\
\frac{d}{dt}\sqrt{t_m(t-t_m)}&=\frac{\sqrt{t_m}}{2\sqrt{t-t_m}} .
\end{align}
The sum of the two bracketed functions is thus an antiderivative of the arcsine. At $t=t_m$ it equals $\pi t_m/2$, which, multiplied by $2I/\pi$, is the heat $It_m$ already absorbed before melting. No further constant is needed. With $s=t/t_p$, the fraction of $F$ taken up by the solid is
\begin{equation}
H(r,s)=\frac{2}{\pi}\left[s\arcsin\frac{r}{\sqrt s}+r\sqrt{s-r^2}\right].
\label{eq:H}
\end{equation}
The melt holds the rest at the end of the pulse:
\begin{equation}
\frac{\Lambda d}{F_{\rm th}}=\frac{1-H(r,1)}{r} .
\label{eq:depth}
\end{equation}
The flux (\ref{eq:q}) at $t=t_p$, with $I=F_{\rm th}/(rt_p)$, is
\begin{equation}
q_p=\frac{F_{\rm th}}{t_p}\,\frac{2}{\pi}\,\frac{\arcsin r}{r},\qquad v_p=\frac{q_p}{\Lambda},
\label{eq:qp}
\end{equation}
where $v_p$ is the regrowth speed just after the pulse. Equations (\ref{eq:depth}) and (\ref{eq:qp}) together give $\Phi$. Freezing ends at the $s$ for which $H(r,s)=1$, when the solid has taken all the heat.

\section{What preheating does at equal depth}

Let $\kappa=\Delta_{\rm hot}/\Delta_{\rm cold}<1$. By (\ref{eq:fth}) the threshold falls by the factor $\kappa$. The inequalities for speed and regrowth time derived below rest on the flat pulse with a sharp end and on an interface held at $T_m$.

\paragraph{The melt fills more of the energy budget.} Differentiating (\ref{eq:H}),
\begin{equation}
\frac{dH(r,1)}{dr}=\frac2\pi\left[\frac{1-r^2}{\sqrt{1-r^2}}+\sqrt{1-r^2}\right]=\frac4\pi\sqrt{1-r^2}>0 .
\end{equation}
The right side of (\ref{eq:depth}) therefore falls as $r$ grows. Preheating at fixed $d$ raises the left side, so $r$ must decrease.

\paragraph{The total fluence falls, by less than the threshold does.} The molten energy $F[1-H(F_{\rm th}/F,1)]$ increases when $F_{\rm th}$ is lowered at fixed $F$. It also increases with $F$ at fixed $F_{\rm th}$, since its derivative is $1-H+r\,dH/dr>0$. Keeping $d$ fixed thus requires a smaller $F$. Because $F=F_{\rm th}/r$ and $r$ has dropped, the ratio of fluences exceeds $\kappa$.

\paragraph{The regrowth speed falls by more than $\kappa$.} The slope of $\arcsin r$ increases with $r$, so $\arcsin(r)/r$ increases too, from $1$ at $r\to0$ to $\pi/2$ at $r=1$. Hence
\begin{equation}
\frac{2}{\pi}\,\frac{F_{\rm th}}{t_p}<q_p<\frac{F_{\rm th}}{t_p} .
\label{eq:bounds}
\end{equation}
The smaller $r$ of the preheated sample adds a further reduction to the factor $\kappa$. The bounds limit it: the ratio of speeds lies between $2\kappa/\pi$ and $\kappa$.

\paragraph{The regrowth time grows by more than $1/\kappa$.} The same argument at any later $s$ gives $q_{\rm hot}<\kappa q_{\rm cold}$. Let $\tau$ be the time after the pulse and $\tau_c$ the cold sample's regrowth time, and continue formula (\ref{eq:q}) for $q_{\rm cold}$ beyond $\tau_c$. Then, with $u=\kappa\tau$,
\begin{equation}
\int_0^{\tau_c/\kappa}\! q_{\rm hot}\,d\tau<\kappa\int_0^{\tau_c/\kappa}\! q_{\rm cold}(\tau)\,d\tau=\int_0^{\tau_c}\! q_{\rm cold}(u/\kappa)\,du<\int_0^{\tau_c}\! q_{\rm cold}(u)\,du=\Lambda d .
\end{equation}
The last inequality holds because $q_{\rm cold}$ decays with time. At $\tau_c/\kappa$ the hot sample still contains liquid.

\paragraph{Two limits.} Just above threshold, $r\to1$ and $q_p\to F_{\rm th}/t_p$, so speed and threshold scale alike. In the opposite limit, $\Lambda d\gg F_{\rm th}$, $r$ is small and $H(r,1)\approx4r/\pi$. Equation (\ref{eq:depth}) becomes $F\approx\Lambda d+(4/\pi)F_{\rm th}$. Most of the pulse then pays for latent heat, which preheating cannot save, while the speed still falls with $\Delta$. For a thin melt this limit requires a start close to $T_m$.

\section{How large: a 50 nm melt in germanium}

Take rough typical values for crystalline germanium: $T_m=1211$ K, $k=25$ W/(m\,K), $\rho c=2.0$ J/(cm$^3$\,K) and $\Lambda=2700$ J/cm$^3$. The pulse is flat and lasts 100 ns, the melt depth is 50 nm, and the starts are 300 K and 700 K. The diffusion length $\sqrt{Dt_p}$ is 1118 nm, much larger than $d$. All fluences are absorbed ones.

For the cold start $\Delta=911$ K and $e=\sqrt{25\times2.0\times10^6}=7071$ in SI units, so
\begin{equation}
F_{\rm th}=\tfrac12\,(7071)(911)\sqrt{\pi\times10^{-7}}\ \mathrm{J/m^2}=0.1805\ \mathrm{J/cm^2}.
\end{equation}
The melt stores $\Lambda d=0.0135$ J/cm$^2$, which is 0.075 of the threshold, and (\ref{eq:depth}) gives $r=0.856$. Then $F=0.1805/0.856=0.211$ J/cm$^2$. With $F_{\rm th}/t_p=1.805$ MW/cm$^2$, (\ref{eq:qp}) gives $q_p=1.38$ MW/cm$^2$, and dividing by $\Lambda$ gives $v_p=5.1$ m/s.

For the hot start $\Delta=511$ K and $F_{\rm th}=0.1013$ J/cm$^2$. The stored heat is now 0.133 of the threshold, so $r=0.797$, $F=0.127$ J/cm$^2$, $q_p=0.746$ MW/cm$^2$ and $v_p=2.8$ m/s.

A numerical solution of the heat equation that lets the melt front move, still with the liquid held at $T_m$, tests the fixed-plane approximation:
\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{formula} & \multicolumn{2}{c}{moving front}\\
 & 300 K & 700 K & 300 K & 700 K\\
\hline
fluence (J/cm$^2$) & 0.211 & 0.127 & 0.215 & 0.129\\
speed at pulse end (m/s) & 5.1 & 2.8 & 5.6 & 3.0\\
regrowth time (ns) & 10.2 & 19.3 & 10.7 & 19.9
\end{tabular}
\end{center}
The factor $\kappa$ is 0.561 and its inverse 1.78. In the formula the fluence changes by 0.602, the speed by 0.541 and the regrowth time by 1.89. With a moving front the factors are 0.602, 0.535 and 1.86. All lie on the predicted sides of $\kappa$ and $1/\kappa$.

Of the 0.084 J/cm$^2$ saved, 0.079 J/cm$^2$ is the lower threshold. For the cold start the moving-front speed differs from the formula by 9\% of the formula's value at 50 nm, and by 3\% at 12.5 nm. The fixed-plane approximation thus improves for thinner melts, as it should. The full numerical output follows the text.

\section{Where real anneals differ}

The flat pulse is an idealization. A real pulse has a tail, and while its flux $I_{\rm tail}$ is still absorbed the speed is $(q-I_{\rm tail})/\Lambda$, below the value quoted here. The tail also changes the comparison between starts. For a Gaussian pulse of 100 ns full width at half maximum and the same 50 nm maximum depth, a moving-front solution gives peak regrowth speeds of 2.3 and 1.6 m/s, a ratio of 0.68. The regrowth time, counted from the maximum depth, grows by only 1.34. For a 30 ns width the factors are 0.61 and 1.42. Preheating still slows the regrowth, but by less than the factor $\kappa$. The inequalities for speed and time, and the bounds (\ref{eq:bounds}), belong to the flat pulse.

The conductivity of germanium falls on heating. With the rough law $k=18000/T$ W/(m\,K), $T$ in kelvin, the numerical solution gives a threshold ratio of 0.497 and a speed ratio of 0.475. Under this law preheating acts more strongly on both quantities, because the warm solid also conducts less.

Molten germanium reflects more light than the solid. Suppose that the melt absorbs 0.6 of the solid's share, and that the surface stays at $T_m$ as a patchwork of solid and liquid until the solid draws less heat than a full melt would absorb. The pulse energy needed for 50 nm rises by factors of 1.41 (cold) and 1.45 (hot), relative to no change in reflectivity. The speed ratio is 0.548, almost unaffected. Incident fluences are larger again, by the inverse of the solid's absorptivity.

Interface undercooling needs more care. At a rough 10 K per m/s, the moving-front speeds in the table correspond to 56 K for the cold start and 30 K for the hot one, about 6\% of $\Delta$ in each case. These are upper estimates, because undercooling itself slows the front. The effect of undercooling on the flux is larger at first, because the interface temperature drops suddenly when the pulse ends. By the jump formula, a drop of 56 K reduces the flux after 10 ns by $e\theta_0/\sqrt{\pi t}\approx0.22$ MW/cm$^2$, about 16\% of $q_p$. For 30 K after 20 ns the reduction is about 11\%. These times are close to the ends of the two regrowths. The mean of $1/\sqrt t$ from the start is twice its final value, so the average reductions are larger than these end values. The estimate is rough: the interface is also superheated by about 20 K while it melts, and the undercooling limits itself. With the interface law of 10 K per m/s built into the moving-front solution, the peak speeds are 3.7 and 2.1 m/s and the regrowth times 14.6 and 25.8 ns. The mean speeds fall by about a quarter, and the hot-to-cold factors become 0.556 for the peak speed and 1.77 for the time. Both regrowth speeds are therefore noticeably lower, and both regrowth times longer, than in the table. These estimates exceed the small margin between 0.541 and 0.561. The near-halving of the speed survives them, but the strict inequality belongs to the model without undercooling.

Three other omissions are small here. The liquid superheat is at most 24 K for the cold start and stores about 1\% of the latent heat. A 10 nm absorption length is 0.9\% of the diffusion length, and radiation is negligible.

An amorphous implanted layer is a different matter. With a rough conductivity of 1 W/(m\,K), a steady flow of the cold start's absorbed flux, 2.15 MW/cm$^2$, through 50 nm would need a temperature drop of about 1100 K, more than the whole $\Delta$ of the cold start. The results above apply to implants that leave the surface crystalline, or to layers recrystallized before the pulse.

\section{What to do about it}

\paragraph{Retune the fluence whenever the stage temperature changes.} In this example, going from 300 K to 700 K calls for about 40\% less absorbed fluence with constant properties, and about 45\% less with $k=18000/T$. If the cold-start fluence of 0.215 J/cm$^2$ is kept instead, the moving-front solution gives a melt 289 nm deep that takes 161 ns to regrow, starting at 3.3 m/s. A liquid layer this thick is superheated by about 130 K at its surface and by half that on average, which this solution neglects, so the real regrowth starts more slowly. Most of the long regrowth time comes from the greater depth, not from the lower speed. The thin-melt formula is no longer adequate there: with $r=0.1013/0.2146=0.47$ it would give 2.5 m/s.

\paragraph{Choose preheating for gentle regrowth or for limited laser energy.} At fixed depth and pulse length the two benefits come together. If fast regrowth is required, preheating works against it.

\paragraph{Use the pulse length to separate the two.} The threshold scales as $\Delta\sqrt{t_p}$, whereas $F_{\rm th}/t_p$ scales as $\Delta/\sqrt{t_p}$. Shortening the pulse to $\kappa^2$ of its length restores $F_{\rm th}/t_p$ and lowers the threshold to $\kappa^2$ of its original value. Here that means a pulse of about 31 ns at 700 K. The speed does not recover fully, because $\Lambda d/F_{\rm th}$ has risen and $\arcsin(r)/r$ has dropped, but by (\ref{eq:bounds}) it stays above $2/\pi$ of $F_{\rm th}/(\Lambda t_p)$. This rule assumes a flat pulse with a sharp end, and that the melt remains thin compared with the now shorter diffusion length.

\paragraph{Watch the stage temperature in repeated exposure.} One cold-start pulse warms a 500 $\mu$m wafer by 2.1 K on average over its thickness with $\rho c=2.0$ J/(cm$^3$\,K), or by about 2.5 K with the room-temperature value of 1.7. If the stage does not remove this heat between pulses, $T_0$ drifts upward, and at constant fluence the melt deepens from pulse to pulse.

\section*{Calculated quantities}
\begin{verbatim}
Input: Tm 1211 K, pulse 100 ns, depth 50 nm
Input: k 25 W/(m K), rho*c 2.0 J/(cm3 K)
Input: latent heat 2700 J/cm3
Diffusivity 0.125 cm2/s
Diffusion length sqrt(D*pulse) 1118 nm
Latent heat of the melt layer 0.0135 J/cm2
--- start at 300 K, Tm-T0 = 911 K
threshold: formula 0.1805, numeric 0.1806 J/cm2
r = Fth/F (formula) 0.856
fluence: formula 0.2108, moving front 0.2146 J/cm2
melt onset: formula 73.3, moving front 70.8 ns
Fth/pulse 1.805 MW/cm2
flux out at pulse end: formula 1.380, moving front 1.506 MW/cm2
gradient in solid (formula) 0.552 K/nm
speed at pulse end: formula 5.11, moving front 5.58 m/s
regrowth time: formula 10.2, moving front 10.7 ns
--- start at 700 K, Tm-T0 = 511 K
threshold: formula 0.1013, numeric 0.1013 J/cm2
r = Fth/F (formula) 0.797
fluence: formula 0.1270, moving front 0.1291 J/cm2
melt onset: formula 63.5, moving front 61.6 ns
Fth/pulse 1.013 MW/cm2
flux out at pulse end: formula 0.746, moving front 0.806 MW/cm2
gradient in solid (formula) 0.298 K/nm
speed at pulse end: formula 2.76, moving front 2.99 m/s
regrowth time: formula 19.3, moving front 19.9 ns
--- ratios, hot start / cold start
Tm-T0, and so the threshold: 0.561; inverse 1.783
fluence: formula 0.602, moving front 0.602
speed at pulse end: formula 0.541, moving front 0.535
regrowth time: formula 1.894, moving front 1.859
--- equal fluence: hot start given the cold start's fluence
depth 289 nm, speed 3.34 m/s, regrowth 161 ns
--- neglected effects (rough inputs)
speed error from front motion: 9.2 % at 50.0 nm, 3.4 % at 12.5 nm
k = 18000/T W/(m K), T in K: threshold ratio 0.497, speed ratio 0.475
k = 18000/T: speeds 5.34 (cold), 2.53 (hot) m/s
melt absorbs 0.6 of solid's share: pulse energy x 1.41 (cold), 1.45 (hot)
same case: speed ratio 0.548
liquid superheat, cold start: at most 24 K (k liquid 45 W/(m K))
its heat / latent heat: 0.9 %
undercooling at 10 K per m/s, 300 K start: 56 K, 6.1 % of Tm-T0
undercooling at 10 K per m/s, 700 K start: 30 K, 5.8 % of Tm-T0
absorption length 10 nm / diffusion length: 0.0089
black-body loss over hot-start melt life / latent heat: 5.3e-05
mean warming of a 500 um wafer per pulse: 2.1 K
drop over 50 nm amorphous layer, k 1 W/(m K): 1073 K (model fails)
\end{verbatim}
